**Normal emissivity of a thick conductor: Hagen-Rubens limit and Drude correction**

The program tests the law $e=\sqrt{8s}$ with $s=\varepsilon_0\omega/\sigma$, where $\sigma$ is the dc conductivity and $\omega$ the angular frequency, and its extension to a Drude conductor with relaxation time $\tau$. It integrates the wave equation through a film and finds the absorbed power by quadrature of the Joule heat. It asserts that this power agrees with the closed formulas for the dc and the Drude conductor, that energy is conserved, that the skin depth is reproduced, and that a 2000 nm film does not feel its backing. It also asserts the Drude conductivity, from a time integration of the relaxation equation, and the first corrections to the limit at 5 mm wavelength. For 10000 S/cm at 50 µm the output shows 5.17 % in the Hagen-Rubens limit, 5.03 % from the dc formula with its denominator, and 4.21 % for the Drude conductor with $\omega\tau=0.375$. Further lines give the size of the effects of film thickness, background permittivity, a lattice vibration, effective mass, warming and roughness, using rough material values. The Planck-weighted averages at 300 K, 9.96 % and 5.41 %, show that the limit is a poor guide there.

## Numerical check

```python
"""
Result under test: normal emissivity of an optically thick conductor.
  Hagen-Rubens limit:  e = sqrt(8 s),  s = eps0*omega/sigma << 1, omega*tau << 1
  Drude conductor:     e = 4 Re z / |1+z|^2,  z = sqrt(-s (x + i)),  x = omega*tau
Symbols: sigma dc conductivity, omega angular frequency, tau relaxation time,
z surface impedance over that of vacuum, eps relative permittivity.
Fields vary as exp(-i omega t), so a lossy medium has Im eps > 0.
The independent road is a numerical solution of the wave equation in a film,
with the absorbed power found by quadrature of the Joule heat.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, simpson

# ---------- inputs (material values are rough typical ones) ----------
sigma = 10000 * 100.0            # S/m
wavelength = 50e-6               # m
mobility = 50e-4                 # m^2/(V s)
mass_ratio = 0.35
eps_background = 4.0
n_glass = 2.5 + 0.3j             # rough far-infrared index of glass
temperature = 300.0              # K

omega = 2 * np.pi * sc.c / wavelength
k0 = omega / sc.c
s = sc.epsilon_0 * omega / sigma
tau = mobility * mass_ratio * sc.m_e / sc.e
x = omega * tau
density = sigma / (sc.e * mobility)
skin_depth = np.sqrt(2 / (sc.mu_0 * sigma * omega))


def drude_eps(w, cond, relax, background):
    return background + 1j * cond / (sc.epsilon_0 * w * (1 - 1j * w * relax))


def fresnel_emissivity(eps):
    n = np.sqrt(eps + 0j)
    return 1 - abs((n - 1) / (n + 1))**2


def solve_film(eps, thickness, n_back):
    """Integrate the wave equation from the back of the film to its front.
    Returns 1-R, share turned to Joule heat, share passed to the backing, field."""
    u = np.linspace(0, k0 * thickness, 2001)     # k0 * distance from the back
    sol = solve_ivp(lambda t, y: [-y[1], eps * y[0]], (0, u[-1]),
                    np.array([1, 1j * n_back], dtype=complex), t_eval=u,
                    method="DOP853", rtol=1e-10, atol=1e-12)
    field, slope = sol.y
    incident = (field[-1] + slope[-1] / 1j) / 2
    reflected = (field[-1] - slope[-1] / 1j) / 2
    heat = simpson(np.imag(eps) * abs(field)**2, x=u) / abs(incident)**2
    passed = np.real(n_back) / abs(incident)**2
    return 1 - abs(reflected / incident)**2, heat, passed, field


# ---------- closed formulas ----------
e_hr = np.sqrt(8 * s)
e_dc = e_hr / (1 + np.sqrt(2 * s) + s)
z_drude = np.sqrt(-s * (x + 1j))
e_drude = 4 * z_drude.real / abs(1 + z_drude)**2
drude_factor = np.sqrt(np.sqrt(1 + x**2) - x)

# ---------- test: dc conductor, thick film, Joule heat ----------
thick = 2000e-9
one_minus_r, heat_dc, passed, field = solve_film(1 + 1j / s, thick, n_glass)
assert abs(heat_dc + passed - one_minus_r) < 1e-7
assert abs(heat_dc / e_dc - 1) < 1e-3            # displacement current is left out
assert abs(heat_dc / e_hr - (1 - np.sqrt(2 * s))) < 1e-3
assert 0.045 < heat_dc < 0.055 and 0.045 < e_hr < 0.055
depth_from_field = (thick / 2) / np.log(abs(field[-1] / field[1000]))
assert abs(depth_from_field / skin_depth - 1) < 1e-3
other_backing = solve_film(1 + 1j / s, thick, 1.0)[0]
assert abs(other_backing - one_minus_r) < 1e-6

# ---------- test: Drude conductivity from the relaxation equation ----------
period = 2 * np.pi / x                           # time in units of tau
times = 40 + np.linspace(0, period, 401)
current = solve_ivp(lambda t, j: np.cos(x * t) - j, (0, times[-1]), [0.0],
                    t_eval=times, method="DOP853", rtol=1e-10, atol=1e-12).y[0]
amplitude = 2 * np.mean(current[:-1] * np.exp(1j * x * times[:-1]))
assert abs(amplitude - 1 / (1 - 1j * x)) < 1e-6

# ---------- test: Drude emissivity against Joule heat ----------
heat_drude = solve_film(drude_eps(omega, sigma, tau, 0.0), thick, n_glass)[1]
assert abs(heat_drude / e_drude - 1) < 1e-5
assert abs(4 * z_drude.real / (e_hr * drude_factor) - 1) < 1e-10
assert heat_drude < heat_dc                      # inertia lowers the emissivity

# ---------- test: first corrections to the limit at 5 mm ----------
w_low = 2 * np.pi * sc.c / 5e-3
s_low = sc.epsilon_0 * w_low / sigma
deviation = fresnel_emissivity(
    drude_eps(w_low, sigma, tau, eps_background)) / np.sqrt(8 * s_low) - 1
predicted = -(w_low * tau / 2 + np.sqrt(2 * s_low))
assert abs(deviation / predicted - 1) < 0.02

# ---------- sizes of neglected effects ----------
eps_full = drude_eps(omega, sigma, tau, eps_background)
e_full = fresnel_emissivity(eps_full)
assert 0.04 < e_full < 0.05

centres = omega * np.linspace(0.7, 1.3, 601)
phonon = 5.0 * centres**2 / (centres**2 - omega**2 - 1j * 0.05 * omega**2)
e_phonon = fresnel_emissivity(eps_full + phonon)


def emissivity_for_mass(ratio):
    relax = mobility * ratio * sc.m_e / sc.e
    return fresnel_emissivity(drude_eps(omega, sigma, relax, eps_background))


rise = 1 + 5e-4 * 100                            # rough resistivity rise for 100 K
e_warm = fresnel_emissivity(
    drude_eps(omega, sigma / rise, tau / rise, eps_background))

k_fermi = (3 * np.pi**2 * density)**(1 / 3)
fermi_energy = (sc.hbar * k_fermi)**2 / (2 * mass_ratio * sc.m_e)
free_path = sc.hbar * k_fermi / (mass_ratio * sc.m_e) * tau
assert fermi_energy > 10 * sc.k * temperature and free_path < 0.2 * skin_depth
roughness_loss = (4 * np.pi * 5e-9 / wavelength)**2

y = np.linspace(0.01, 30, 6000)                  # photon energy over k T
w_planck = y * sc.k * temperature / sc.hbar
weight = y**3 / np.expm1(y)
norm = simpson(weight, x=y)
total_drude = simpson(weight * fresnel_emissivity(
    drude_eps(w_planck, sigma, tau, eps_background)), x=y) / norm
total_hr = simpson(weight * np.sqrt(8 * sc.epsilon_0 * w_planck / sigma), x=y) / norm
assert total_hr > 1.3 * total_drude              # the limit fails at 300 K

w_good = 0.1 / tau
e_good = fresnel_emissivity(drude_eps(w_good, sigma, tau, eps_background))
e_good_hr = np.sqrt(8 * sc.epsilon_0 * w_good / sigma)

# ---------- output ----------
print(f"conductivity: {sigma/100:.0f} S/cm = {sigma:.3e} S/m")
print(f"wavelength: {wavelength*1e6:.0f} um")
print(f"angular frequency: {omega:.4e} rad/s")
print(f"s = eps0*omega/sigma: {s:.4e}")
print(f"1/s: {1/s:.0f}")
print(f"Hagen-Rubens emissivity sqrt(8s): {100*e_hr:.2f} %")
print(f"first relative correction sqrt(2s): {100*np.sqrt(2*s):.2f} %")
print(f"dc formula with denominator: {100*e_dc:.2f} %")
print(f"dc conductor, Joule heat by quadrature: {100*heat_dc:.2f} %")
print(f"skin depth, formula: {skin_depth*1e9:.1f} nm")
print(f"skin depth, from computed field: {depth_from_field*1e9:.1f} nm")
print(f"mobility (rough): {mobility*1e4:.0f} cm2/Vs")
print(f"effective mass (rough): {mass_ratio:.2f} electron masses")
print(f"background permittivity (rough): {eps_background:.1f}")
print(f"carrier density: {density*1e-6:.3e} cm^-3")
print(f"relaxation time: {tau*1e15:.2f} fs")
print(f"omega*tau at 50 um: {x:.3f}")
print(f"Drude factor on the leading term: {drude_factor:.3f}")
print(f"Drude emissivity, formula: {100*e_drude:.2f} %")
print(f"Drude emissivity, Joule heat by quadrature: {100*heat_drude:.2f} %")
print(f"Drude emissivity with background permittivity: {100*e_full:.2f} %")
print(f"wavelength where omega*tau = 0.1: {2*np.pi*sc.c/w_good*1e6:.0f} um")
print(f"  there, Hagen-Rubens: {100*e_good_hr:.2f} %, Drude: {100*e_good:.2f} %")
print(f"at 5 mm, relative deviation from limit: {100*deviation:.3f} %")
print(f"  predicted -(omega*tau/2 + sqrt(2s)): {100*predicted:.3f} %")
print(f"glass index (rough): {n_glass.real:.1f} + {n_glass.imag:.1f}i")
for d_nm in (200, 600, 2000):
    total, heat, into_glass, _ = solve_film(eps_full, d_nm * 1e-9, n_glass)
    assert abs(heat + into_glass - total) < 1e-7
    print(f"Drude film {d_nm} nm on glass: 1-R = {100*total:.2f} %, "
          f"into glass {100*into_glass:.4f} %")
print("lattice vibration: strength 5, damping 0.05 omega (rough)")
print(f"  emissivity range: {100*e_phonon.min():.2f} to {100*e_phonon.max():.2f} %")
print(f"emissivity for mass 0.30: {100*emissivity_for_mass(0.30):.2f} %")
print(f"emissivity for mass 0.40: {100*emissivity_for_mass(0.40):.2f} %")
print(f"resistivity rise for 100 K warming (rough): {100*(rise-1):.1f} %")
print(f"  emissivity after warming: {100*e_warm:.2f} %")
print(f"Fermi energy: {fermi_energy/sc.e:.2f} eV")
print(f"thermal energy at 300 K: {sc.k*temperature/sc.e:.4f} eV")
print(f"mean free path: {free_path*1e9:.1f} nm")
print(f"scattered share for 5 nm rms roughness: {roughness_loss:.1e}")
print(f"300 K Planck-weighted, Hagen-Rubens: {100*total_hr:.2f} %")
print(f"300 K Planck-weighted, Drude: {100*total_drude:.2f} %")
print("all assertions hold")
```

Running it gives:

```
conductivity: 10000 S/cm = 1.000e+06 S/m
wavelength: 50 um
angular frequency: 3.7673e+13 rad/s
s = eps0*omega/sigma: 3.3356e-04
1/s: 2998
Hagen-Rubens emissivity sqrt(8s): 5.17 %
first relative correction sqrt(2s): 2.58 %
dc formula with denominator: 5.03 %
dc conductor, Joule heat by quadrature: 5.03 %
skin depth, formula: 205.5 nm
skin depth, from computed field: 205.6 nm
mobility (rough): 50 cm2/Vs
effective mass (rough): 0.35 electron masses
background permittivity (rough): 4.0
carrier density: 1.248e+21 cm^-3
relaxation time: 9.95 fs
omega*tau at 50 um: 0.375
Drude factor on the leading term: 0.833
Drude emissivity, formula: 4.21 %
Drude emissivity, Joule heat by quadrature: 4.21 %
Drude emissivity with background permittivity: 4.21 %
wavelength where omega*tau = 0.1: 187 um
  there, Hagen-Rubens: 2.67 %, Drude: 2.51 %
at 5 mm, relative deviation from limit: -0.444 %
  predicted -(omega*tau/2 + sqrt(2s)): -0.446 %
glass index (rough): 2.5 + 0.3i
Drude film 200 nm on glass: 1-R = 5.33 %, into glass 0.1439 %
Drude film 600 nm on glass: 1-R = 4.20 %, into glass 0.0019 %
Drude film 2000 nm on glass: 1-R = 4.21 %, into glass 0.0000 %
lattice vibration: strength 5, damping 0.05 omega (rough)
  emissivity range: 4.14 to 4.26 %
emissivity for mass 0.30: 4.32 %
emissivity for mass 0.40: 4.11 %
resistivity rise for 100 K warming (rough): 5.0 %
  emissivity after warming: 4.35 %
Fermi energy: 1.21 eV
thermal energy at 300 K: 0.0259 eV
mean free path: 11.0 nm
scattered share for 5 nm rms roughness: 1.6e-06
300 K Planck-weighted, Hagen-Rubens: 9.96 %
300 K Planck-weighted, Drude: 5.41 %
all assertions hold
```
